# Breit's 1s g Factor and Its Leading Term from Breit-Pauli Theory

If the 1s electron of a heavy one-electron ion is given the free-spin value \(g=2\), its Zeeman splitting comes out too large. For hydrogen-like osmium the excess is about 13% of the true splitting in the model treated below. Correcting the spin moment only for the relativistic change of the kinetic energy overshoots: the splitting is then about 5% too small. A second term, which comes from the vector potential inside the spin-orbit coupling, is needed. The theorem gives the full Dirac value and shows how the two corrections share its leading part.

## Setting and theorem

Gaussian units are used. The electron has charge \(-e\), with \(e>0\), and mass \(m\). It moves in the field of a fixed, spinless point nucleus of charge \(Ze\), so that

\[
V(r)=-\frac{Ze^2}{r}=-\frac{x\hbar c}{r},\qquad x=\frac{Ze^2}{\hbar c}<1,\qquad \gamma=\sqrt{1-x^2}.
\]

Thus \(x\) is \(Z\) times the fine-structure constant. A uniform magnetic field \(\mathbf B\) is described by \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\), with the origin at the nucleus. The kinetic momentum is \(\boldsymbol\pi=\mathbf p+e\mathbf A/c\); the plus sign reflects the negative charge. The field is weak: only energies linear in \(B\) are kept. Radiative corrections, nuclear size and nuclear recoil are left out.

The g factor is defined by the first-order energy operator in the twofold degenerate 1s level,

\[
E^{(1)}=\frac g2\,\mu_B\,\boldsymbol\sigma\cdot\mathbf B,\qquad \mu_B=\frac{e\hbar}{2mc}. \tag{1}
\]

**Theorem.** (a) The Dirac equation gives

\[
g=\frac{2(1+2\gamma)}{3}=2-\frac23x^2-\frac16x^4-\dots \tag{2}
\]

(b) In Breit-Pauli theory, to relative order \(1/c^2\), the mass correction changes \(g\) by \(-x^2\) and the gauge correction changes it by \(+x^2/3\). No other term contributes, and the sum is the \(x^2\) term of (2).

## The Dirac value

**Lemma 1 (the 1s spinor).** With a constant two-component spinor \(\chi\), \(\chi^\dagger\chi=1\), the state

\[
\psi=\frac1{\sqrt{4\pi}}\begin{pmatrix}u(r)\,\chi\\ i\,w(r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix} \tag{3}
\]

solves the field-free Dirac equation if

\[
-\hbar c\,u'=(E-V+mc^2)\,w,\qquad \hbar c\Big(w'+\frac{2w}{r}\Big)=(E-V-mc^2)\,u. \tag{4}
\]

For the point nucleus the 1s solution is

\[
u=Nr^{\gamma-1}e^{-r/a},\quad w=\eta u,\quad \eta=\frac{1-\gamma}{x},\quad a=\frac{\hbar}{xmc},\quad E=\gamma mc^2. \tag{5}
\]

*Proof.* The Dirac equation couples the upper part \(\varphi\) and the lower part \(\xi\) by

\[
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi=(E-V+mc^2)\xi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\xi=(E-V-mc^2)\varphi .
\]

Since \(\boldsymbol\sigma\cdot\mathbf p\,(u\chi)=-i\hbar u'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\), the first relation gives the first equation of (4) after division by \(i\). For the second, use \((\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf F)=\nabla\cdot\mathbf F+i\boldsymbol\sigma\cdot(\nabla\times\mathbf F)\) with \(\mathbf F=w\hat{\mathbf r}\). This field has no curl, and its divergence is \(w'+2w/r\). The factor \((-i\hbar)(i)=\hbar\) completes (4).

Now insert \(w=\eta u\) and \(u'/u=(\gamma-1)/r-1/a\). Equating the coefficients of \(1/r\) and the constants in (4) gives four conditions:

\[
1-\gamma=\eta x,\quad \frac{\hbar c}{a}=\eta(E+mc^2),\quad \eta(1+\gamma)=x,\quad \frac{\eta\hbar c}{a}=mc^2-E .
\]

The first and third agree because \(\gamma^2=1-x^2\), and together they give \(\eta^2=(1-\gamma)/(1+\gamma)\). The second and fourth give \(\eta^2(E+mc^2)=mc^2-E\), so

\[
E=mc^2\,\frac{1-\eta^2}{1+\eta^2}=\gamma mc^2 .
\]

Then \(\hbar c/a=\eta(1+\gamma)mc^2=xmc^2\), which fixes \(a\). The positive root \(\gamma\) makes the solution go over into the nonrelativistic 1s function \(e^{-r/a}\) as \(x\to0\). ∎

**Lemma 2 (Zeeman energy).** For a state of the form (3) in any central potential, normalized by \(\int_0^\infty(u^2+w^2)r^2dr=1\),

\[
g=\frac{8mc}{3\hbar}\,I,\qquad I=\int_0^\infty u\,w\,r^3\,dr. \tag{6}
\]

*Proof.* Replacing \(\mathbf p\) by \(\boldsymbol\pi\) in the Dirac kinetic term \(c\,\boldsymbol\alpha\cdot\mathbf p\) adds \(e\,\boldsymbol\alpha\cdot\mathbf A\), where \(\boldsymbol\alpha\) denotes the Dirac matrices. The level is degenerate, so matrix elements between states with spinors \(\chi'\) and \(\chi\) are needed. The matrices \(\boldsymbol\alpha\) connect upper with lower parts:

\[
\langle\chi'|e\,\boldsymbol\alpha\cdot\mathbf A|\chi\rangle
=\frac{ie}{4\pi}\int uw\;\chi'^\dagger\big[\boldsymbol\sigma\cdot\mathbf A,\ \boldsymbol\sigma\cdot\hat{\mathbf r}\big]\chi\;d^3r .
\]

The minus sign in the commutator comes from the complex conjugate of \(i\) in the lower part. The commutator equals \(2i\,\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})\), so the prefactor becomes \(-2e/4\pi\). Further,

\[
\mathbf A\times\hat{\mathbf r}=\frac r2(\mathbf B\times\hat{\mathbf r})\times\hat{\mathbf r}
=\frac r2\big[\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf B)-\mathbf B\big].
\]

The angular mean of \(\hat r_i\hat r_j\) is \(\delta_{ij}/3\), so the mean of this vector is \(\tfrac r2(\tfrac13-1)\mathbf B=-r\mathbf B/3\). The matrix is therefore that of \(\tfrac{2e}{3}I\,\boldsymbol\sigma\cdot\mathbf B\). Comparison with (1), where the coefficient is \(ge\hbar/(4mc)\), gives (6). ∎

**Lemma 3 (weight of the small component).** Let \(\langle\beta\rangle=\int(u^2-w^2)r^2dr\) be the weight of the upper part minus that of the lower part. If \(u\) and \(w\) solve (4), are normalized as in Lemma 2, and \(r^3(u^2+w^2)\) vanishes at \(r=0\) and at infinity, then for any central potential \(V(r)\) in (4)

\[
g=\frac{2(1+2\langle\beta\rangle)}{3}. \tag{7}
\]

*Proof.* Put \(U=ru\) and \(W=rw\). Equations (4) become

\[
-\hbar c\Big(U'-\frac Ur\Big)=(E-V+mc^2)W,\qquad \hbar c\Big(W'+\frac Wr\Big)=(E-V-mc^2)U .
\]

Multiply the first by \(rU\), the second by \(rW\), and subtract. The energy and the potential drop out:

\[
-\hbar c\,\big[rUU'-U^2+rWW'+W^2\big]=2mc^2\,rUW .
\]

Integrate over \(r\). By parts, \(\int rUU'dr=-\tfrac12\int U^2dr\), and likewise for \(W\); the boundary terms vanish by assumption. On the right, \(\int rUW\,dr=I\). With \(n_u=\int U^2dr\) and \(n_w=\int W^2dr\),

\[
2mc^2I=\hbar c\Big(\frac32n_u-\frac12n_w\Big).
\]

Since \(n_u=(1+\langle\beta\rangle)/2\) and \(n_w=(1-\langle\beta\rangle)/2\), the bracket is \((1+2\langle\beta\rangle)/2\). Hence \(I=\hbar(1+2\langle\beta\rangle)/(4mc)\), and (6) gives (7). ∎

**Proof of part (a).** For (5) the ratio \(w/u=\eta\) is constant, so \(\langle\beta\rangle=(1-\eta^2)/(1+\eta^2)=\gamma\). The boundary terms behave as \(r^{2\gamma+1}\) at the origin and decay exponentially at infinity. Equation (7) then gives \(g=2(1+2\gamma)/3\). The series follows from \(\gamma=1-x^2/2-x^4/8-\dots\). ∎

**Remark on the meaning.** Because \(\langle\beta\rangle=1-2n_w\), equation (7) can be written

\[
g-2=-\frac83\,n_w .
\]

The reduction of the moment measures the weight of the lower component. For weak binding \(n_w\to0\) and \(g\to2\). As \(x\to1\), formula (2) falls to \(2/3\). There the point-nucleus solution is at the edge of its range: for \(x>1\), \(\gamma\) is imaginary and the formula has no meaning. Relation (7) survives a change of the central potential, whereas \(\langle\beta\rangle=\gamma\) belongs to the point-nucleus 1s state.

## The Breit-Pauli operators

**Lemma 4 (reduction).** Write \(D=\boldsymbol\sigma\cdot\boldsymbol\pi\), and measure the energy \(\varepsilon\) from \(mc^2\). To order \(1/c^2\) in a formal expansion, the normalized two-component state obeys \(\varepsilon\Phi=H\Phi\) with

\[
H=V+\frac{D^2}{2m}-\frac{D^4}{8m^3c^2}-\frac{[D,[D,V]]}{8m^2c^2}. \tag{8}
\]

In this count \(\mathbf A/c\) is part of \(\boldsymbol\pi\) and is not expanded.

*Proof.* The Dirac equation reads \(\varepsilon\varphi=V\varphi+cD\xi\) and \((2mc^2+\varepsilon-V)\xi=cD\varphi\). Expanding the second,

\[
\xi\simeq\frac1{2mc}\Big(1-\frac{\varepsilon-V}{2mc^2}\Big)D\varphi,
\qquad
\varepsilon\varphi\simeq\Big[V+\frac{D^2}{2m}-\frac{D(\varepsilon-V)D}{4m^2c^2}\Big]\varphi .
\]

The total norm is \(\langle\varphi|1+D^2/(4m^2c^2)|\varphi\rangle\). It equals \(\langle\Phi|\Phi\rangle\) to this order if \(\varphi=(1-K)\Phi\), with \(K=D^2/(8m^2c^2)\). Insert this and multiply from the left by \(1-K\):

\[
\varepsilon(1-2K)\Phi=\Big[V+\frac{D^2}{2m}-\Big\{K,\,V+\frac{D^2}{2m}\Big\}-\frac{\varepsilon D^2}{4m^2c^2}+\frac{DVD}{4m^2c^2}\Big]\Phi ,
\]

where \(\{\,,\}\) is the anticommutator. The terms with \(\varepsilon D^2\) are equal on both sides and cancel. The part \(\{K,D^2/2m\}\) is \(D^4/(8m^3c^2)\). The remaining terms combine to \(-(D^2V+VD^2-2DVD)/(8m^2c^2)\), which is the double commutator in (8). ∎

The expansion assumes \(|\varepsilon-V|\ll2mc^2\), which fails very close to a point nucleus. The expectation values used below are nevertheless finite, and part (a) supplies an independent value for their sum.

**Lemma 5 (terms linear in the field).** Let \(\mathbf L=\mathbf r\times\mathbf p\). The terms of (8) linear in \(\mathbf B\) are

\[
H_Z=\mu_B\Big(\boldsymbol\sigma+\frac{\mathbf L}{\hbar}\Big)\cdot\mathbf B,\qquad
H_{\rm mass}=-\mu_B\,\frac{p^2}{2m^2c^2}\Big(\boldsymbol\sigma+\frac{\mathbf L}{\hbar}\Big)\cdot\mathbf B, \tag{9}
\]

\[
H_{\rm gauge}=\frac{\mu_B}{4mc^2}\,\frac{V'}{r}\big[r^2\,\boldsymbol\sigma\cdot\mathbf B-(\boldsymbol\sigma\cdot\mathbf r)(\mathbf r\cdot\mathbf B)\big]. \tag{10}
\]

*Proof.* First, \(D^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)\). Here \(\boldsymbol\pi\times\boldsymbol\pi=(e/c)(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)=-i\hbar(e/c)\mathbf B\), so the spin term is \(+(e\hbar/c)\boldsymbol\sigma\cdot\mathbf B\). Since \(\nabla\cdot\mathbf A=0\), the linear part of \(\pi^2\) is \((2e/c)\mathbf A\cdot\mathbf p=(e/c)\mathbf L\cdot\mathbf B\). Thus

\[
D^2=p^2+\frac ec(\mathbf L+\hbar\boldsymbol\sigma)\cdot\mathbf B+O(B^2).
\]

Division by \(2m\) gives \(H_Z\). As \(p^2\) commutes with \(\mathbf L\) and \(\boldsymbol\sigma\), the linear part of \(D^4\) is \(2p^2(e/c)(\mathbf L+\hbar\boldsymbol\sigma)\cdot\mathbf B\). Multiplication by \(-1/(8m^3c^2)\), with \(e\hbar/(4m^3c^3)=\mu_B/(2m^2c^2)\), gives \(H_{\rm mass}\).

For the double commutator let \(\mathbf G=\nabla V\). Then \([D,V]=-i\hbar\,\boldsymbol\sigma\cdot\mathbf G\), and

\[
[D,\boldsymbol\sigma\cdot\mathbf G]=\boldsymbol\pi\cdot\mathbf G-\mathbf G\cdot\boldsymbol\pi+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\mathbf G-\mathbf G\times\boldsymbol\pi)
=-i\hbar\nabla^2V-2i\,\boldsymbol\sigma\cdot(\mathbf G\times\boldsymbol\pi).
\]

The last step uses \(\nabla\times\mathbf G=0\), so that \(\boldsymbol\pi\times\mathbf G=-\mathbf G\times\boldsymbol\pi\). Hence

\[
-\frac{[D,[D,V]]}{8m^2c^2}=\frac{\hbar^2\nabla^2V}{8m^2c^2}+\frac{\hbar}{4m^2c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).
\]

The first term is the Darwin term, which contains no magnetic field. The second is the spin-orbit coupling, written with the kinetic momentum. Its field-dependent part is \(\frac{e\hbar}{4m^2c^3}\boldsymbol\sigma\cdot(\nabla V\times\mathbf A)\). With \(\nabla V=V'\mathbf r/r\) and \(\mathbf r\times(\mathbf B\times\mathbf r)=r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)\), it becomes (10), because \(e\hbar/(8m^2c^3)=\mu_B/(4mc^2)\). ∎

The gauge correction is thus the part of the spin-orbit coupling that is lost if \(\mathbf p\) is written where \(\boldsymbol\pi\) belongs. The plain spin-orbit energy vanishes in an s state; this part does not.

**Proof of part (b).** Energies linear in \(B\) and of relative order \(1/c^2\) can arise in two ways: from \(H_{\rm mass}\) and \(H_{\rm gauge}\) in first order, or from \(H_Z\) combined with a field-free relativistic operator in second order.

*Second order.* Let \(\mathbf B\) lie along \(z\), and let \(\chi\) be an eigenspinor of \(\sigma_z\). In an s state \(\mathbf L\) gives zero, so \(H_Z\) multiplies the state by the number \(\pm\mu_BB\). It has no matrix element to any orthogonal state, and every second-order cross term vanishes.

*Mass correction.* The term with \(\mathbf L\) vanishes. With \(T=p^2/2m\),

\[
\langle H_{\rm mass}\rangle=-\mu_B\,\boldsymbol\sigma\cdot\mathbf B\,\frac{\langle T\rangle}{mc^2}.
\]

*Gauge correction.* The angular mean of the bracket in (10) is \(r^2(1-\tfrac13)\boldsymbol\sigma\cdot\mathbf B\), so

\[
\langle H_{\rm gauge}\rangle=\mu_B\,\boldsymbol\sigma\cdot\mathbf B\,\frac{\langle rV'\rangle}{6mc^2}.
\]

In a stationary state of \(H_0=T+V\) the mean of \([\mathbf r\cdot\mathbf p,H_0]=i\hbar(2T-rV')\) is zero, hence \(\langle rV'\rangle=2\langle T\rangle\). Therefore

\[
\langle H_{\rm gauge}\rangle=+\mu_B\,\boldsymbol\sigma\cdot\mathbf B\,\frac{\langle T\rangle}{3mc^2}.
\]

By (1), a coefficient of \(\mu_B\boldsymbol\sigma\cdot\mathbf B\) counts twice in \(g\):

\[
g\simeq2-\frac{2\langle T\rangle}{mc^2}+\frac{2\langle T\rangle}{3mc^2}=2-\frac{4\langle T\rangle}{3mc^2}. \tag{11}
\]

For the nonrelativistic 1s function \(e^{-r/a}\) the gradient has magnitude \(1/a\) times the function, so \(\langle T\rangle=\hbar^2/(2ma^2)=x^2mc^2/2\). The two shifts are \(-x^2\) and \(+x^2/3\). Their sum, \(-2x^2/3\), is the leading term of (2). ∎

**Remark on the agreement.** Equation (11) did not use the Coulomb form of \(V\), and it matches (7) for a weakly relativistic s state in a general central potential. To leading order \(\xi=D\varphi/(2mc)\), so \(n_w=\langle p^2\rangle/(4m^2c^2)=\langle T\rangle/(2mc^2)\). Then \(-\tfrac83n_w=-\tfrac43\langle T\rangle/(mc^2)\), as in (11). The Dirac calculation obtains in one step what the two-component theory divides between two operators, whose contributions have opposite signs in an s state.

## Example: hydrogen-like osmium

For one electron bound to an osmium nucleus, taken as a point with \(Z=76\),

\[
x=\frac{76}{137.036}=0.5546,\qquad \gamma=\sqrt{1-0.3076}=0.8321,
\]

\[
g=\frac{2(1+2\times0.8321)}3=1.776 .
\]

The lower component carries the weight \(n_w=0.0839\), and \(2-\tfrac83\times0.0839=1.776\) gives the same value.

For the Breit-Pauli estimate, \(\langle T\rangle=78.59\) keV and \(mc^2=511.00\) keV, a ratio of 0.1538. The mass correction is \(-2\times0.1538=-0.3076\), and the gauge correction is one third of this with the opposite sign, \(+0.1025\). Hence

\[
g\simeq2-0.3076+0.1025=1.795 .
\]

This lies 0.019 above the Dirac value. The leading term supplies 92% of the shift \(g-2\). Most of the remainder is the next term of (2), \(-x^4/6=-0.016\). At smaller \(x\) the leading term is much closer: at \(x=0.3\) it gives 1.9400 against 1.9386, and at \(x=0.1\) the two differ by less than \(2\times10^{-5}\).

In a field of \(10^4\) gauss the splitting \(g\mu_BB\) is 103 µeV, or 24.9 GHz. It is tiny beside the binding energy of 85.8 keV, so the linear treatment is justified for a spinless nucleus, as in the even-mass isotopes. In \(^{189}\)Os and \(^{187}\)Os, which carry nuclear spin, the hyperfine splitting of the 1s level (roughly 0.7 eV and 0.1 eV for a point magnetic dipole) far exceeds this Zeeman energy, and the level is not the twofold degenerate one assumed in (1). The third decimal of \(g\) should not be compared with a measurement, because the radiative shift of a free electron's g factor alone is roughly 0.002.

The numerical check integrates the Zeeman matrix in three dimensions for a tilted field and obtains the Breit-Pauli shifts by applying \(\boldsymbol\sigma\cdot\boldsymbol\pi\) directly to the 1s function. It also tests (7) away from the Coulomb case: in a strongly relativistic Gaussian well with \(\langle\beta\rangle=0.7041\), the radial integral (6) and formula (7) both give \(g=1.6055\).

## Table of computed values

```
GENERAL TESTS
free-spin g from (sigma.pi)^2/2m: 2.000000
mass correction to g, coefficient of x^2: -1.000000
gauge correction to g, coefficient of x^2: 0.333333
Breit-Pauli sum, coefficient of x^2: -0.666667
Dirac quadrature, coefficient of x^2: -0.666665
Dirac quadrature, estimate of x^4 coefficient: -0.1677
reduction error ratio when c is doubled: 15.89
GAUSSIAN WELL (depth in mc^2, width in hbar/mc)
depth: 1.5   width: 2.0
energy with rest energy: 0.273185 mc^2
<beta>: 0.704101
g from radial integral: 1.605468
g from 2(1 + 2<beta>)/3: 1.605468
TABLE: x, g Breit, g quadrature, g leading term
0.05  1.99833229  1.99833229  1.99833333
0.10  1.99331658  1.99331658  1.99333333
0.30  1.93858560  1.93858560  1.94000000
HYDROGEN-LIKE Os, Z = 76, POINT NUCLEUS
inverse fine-structure constant: 137.035999
x = Z alpha: 0.554599
gamma: 0.832118
<beta> by quadrature: 0.832118
small-component weight: 0.083941
electron rest energy: 510.9990 keV
Dirac binding energy: 85.788 keV
nonrelativistic <T>: 78.586 keV
g, Breit formula: 1.776157
g, three-dimensional quadrature: 1.776157
mass correction to g: -0.307580
gauge correction to g: 0.102527
g, leading Breit-Pauli: 1.794947
leading minus Breit: 0.018790
share of the shift g - 2 given by leading term: 0.9161
magnetic field: 10000 gauss
Zeeman splitting g mu_B B: 102.811 micro-eV
the same as a frequency: 24.860 GHz
```
